# Why the Sodium 3d Doublet Is Inverted: Exchange Polarization of 2p: a numerical check

```python
"""Inverted fine structure of sodium 3d from exchange polarization of 2p.

Result under test (Hartree atomic units, first order in spin-orbit coupling):
    E(3d5/2) - E(3d3/2) = 5/2 * (zeta_dir + zeta_pol)
    zeta_dir = <3d| xi |3d>,  xi(r) = alpha^2/2 * (Z - N(r)) / r^3
    zeta_pol = -2 * sum_k c_k R^k(3d 2p ; 3d chi)
N(r): core charge inside r.  chi: radial response of 2p to xi, so that
P(2p_j) = P + lambda_j chi with lambda_j = <l.s>.  c_k: angular factor.
The core is Na+ in Hartree-Fock; 3d moves in its frozen field.
"""
from functools import lru_cache
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eigh
from scipy import constants
from sympy.physics.wigner import wigner_3j
from pyscf import gto

Z = 11
ALPHA = constants.fine_structure
CM = constants.value('hartree-inverse meter relationship') / 100


# ---------- radial grid with spectrally accurate running integrals ----------
def make_grid(points=10):
    edges = np.concatenate([[0.0], np.geomspace(1e-3, 200.0, 38)])
    x, wx = leggauss(points)
    v = legvander(x, points)
    primitive = np.empty((points, points))
    primitive[:, 0] = x + 1
    for m in range(1, points):
        primitive[:, m] = (v[:, m + 1] - v[:, m - 1]) / (2 * m + 1)
    local = primitive @ np.linalg.inv(v[:, :points])
    half = np.diff(edges) / 2
    radius = (edges[:-1, None] + half[:, None] * (x + 1)).ravel()
    weight = (half[:, None] * wx).ravel()
    running = np.zeros((radius.size, radius.size))
    for c, h in enumerate(half):
        rows = slice(c * points, (c + 1) * points)
        running[rows, :c * points] = weight[:c * points]
        running[rows, rows] = h * local
    return radius, weight, running


r, w, RUNNING = make_grid()


@lru_cache(None)
def multipole_kernel(k):
    """Weighted kernel r<^k / r>^(k+1) between grid points."""
    inner = r[:, None] ** (-k - 1.0) * RUNNING * r ** k
    outer = r[:, None] ** k * (w - RUNNING) * r ** (-k - 1.0)
    u = w[:, None] * (inner + outer)
    return (u + u.T) / 2


# ---------- angular algebra from explicit matrices ----------
@lru_cache(None)
def tensor_components(l, lp, k):
    """Matrices <l m|C^k_q|lp m'> times the unit matrix of spin."""
    reduced = np.sqrt((2*l + 1) * (2*lp + 1)) * float(
        wigner_3j(l, k, lp, 0, 0, 0))
    result = []
    for q in range(-k, k + 1):
        mat = np.zeros((2*l + 1, 2*lp + 1))
        for m in range(-l, l + 1):
            mp = m - q
            if abs(mp) <= lp:
                mat[m + l, mp + lp] = (-1.0) ** m * reduced * float(
                    wigner_3j(l, k, lp, -m, q, mp))
        result.append(np.kron(mat, np.eye(2)))
    return result


def l_dot_s(l):
    m = np.arange(-l, l + 1)
    raising = np.diag(np.sqrt(l*(l + 1.0) - m[:-1] * (m[:-1] + 1)), -1)
    spin_up = np.array([[0.0, 0.0], [1.0, 0.0]])
    return (np.kron(np.diag(m), np.diag([-0.5, 0.5]))
            + 0.5 * np.kron(raising, spin_up.T)
            + 0.5 * np.kron(raising.T, spin_up))


def projector(l, j):
    one = np.eye(2 * (2*l + 1))
    if j > l:
        return (l_dot_s(l) + (l + 1) / 2 * one) / (l + 0.5)
    return (l / 2 * one - l_dot_s(l)) / (l + 0.5)


@lru_cache(None)
def exchange_weight(l, j, lp, jp, k):
    """Exchange of one electron (l j) with a full subshell (lp jp)."""
    a, b = projector(l, j), projector(lp, jp)
    return sum(np.trace(a @ c @ b @ c.T)
               for c in tensor_components(l, lp, k)) / (2*j + 1)


def ranks(l, lp):
    return range(abs(l - lp), l + lp + 1, 2)


@lru_cache(None)
def c_factor(l, lp, k):
    """Derived factor carrying l.s of a core shell lp to an electron l."""
    three_j = float(wigner_3j(l, k, lp, 0, 0, 0))
    return ((2*lp + 1) * three_j**2
            * (l*(l + 1) + lp*(lp + 1) - k*(k + 1)) / (2*l*(l + 1)))


def lam(l, j):
    return (j*(j + 1) - l*(l + 1) - 0.75) / 2


for l_test in (1, 2):
    for k_test in ranks(l_test, 1):
        carried = sum(c @ l_dot_s(1) @ c.T
                      for c in tensor_components(l_test, 1, k_test))
        expected = c_factor(l_test, 1, k_test) * l_dot_s(l_test)
        assert np.allclose(carried, expected, atol=1e-12)


# ---------- radial Hartree-Fock with j-dependent orbitals ----------
class RadialAtom:
    """Basis r^(l+1) exp(-a r^power); power 1 Slater, power 2 Gaussian."""

    def __init__(self, exponents, power):
        self.f, self.s, self.h, self.cache = [], [], [], {}
        for l, values in enumerate(exponents):
            a = np.asarray(values)[:, None]
            f = r ** (l + 1) * np.exp(-a * r ** power)
            f /= np.sqrt((f * f) @ w)[:, None]
            df = f * ((l + 1) / r - a * power * r ** (power - 1))
            self.f.append(f)
            self.s.append((f * w) @ f.T)
            self.h.append(0.5 * (df * w) @ df.T
                          + self.local(l, l*(l + 1) / (2 * r**2) - Z / r))

    def local(self, l, v):
        return (self.f[l] * (w * v)) @ self.f[l].T

    def exchange(self, l, lp, k, density):
        key = (l, lp, k)
        if key not in self.cache:
            a, b = self.f[l], self.f[lp]
            pairs = (a[:, None] * b[None]).reshape(-1, r.size)
            self.cache[key] = (pairs @ multipole_kernel(k) @ pairs.T).reshape(
                len(a), len(b), len(a), len(b))
        return np.einsum('acbd,cd->ab', self.cache[key], density)

    def charge(self, shells):
        return sum(occ * np.sum(self.f[l] * (d @ self.f[l]), axis=0)
                   for l, j, occ, d in shells)

    def fock(self, l, j, shells, so):
        potential = multipole_kernel(0) @ self.charge(shells) / w
        mat = self.h[l] + self.local(l, potential)
        for lp, jp, occ, d in shells:
            for k in ranks(l, lp):
                factor = exchange_weight(l, j, lp, jp, k) * occ / (2*jp + 1)
                if abs(factor) > 1e-14:
                    mat = mat - factor * self.exchange(l, lp, k, d)
        if l in so:
            mat = mat + lam(l, j) * so[l]
        return (mat + mat.T) / 2

    def core(self, so=None, guest=()):
        """Self-consistent 1s2 2s2 2p6; guest: extra frozen shells."""
        so = so or {}
        labels = [(0, 0.5, 2), (1, 0.5, 1), (1, 1.5, 1)]
        focks = [self.h[l] for l, j, n in labels]
        old = np.zeros(3)
        for _ in range(90):
            shells, levels = [], []
            for (l, j, n), mat in zip(labels, focks):
                e, c = eigh(mat, self.s[l])
                shells.append((l, j, 2*j + 1, c[:, :n] @ c[:, :n].T))
                levels.append(e[n - 1])
            change = np.max(np.abs(np.array(levels) - old))
            old = np.array(levels)
            everything = shells + list(guest)
            focks = [0.6 * self.fock(l, j, everything, so) + 0.4 * mat
                     for (l, j, n), mat in zip(labels, focks)]
        assert change < 1e-8, 'core iteration not converged'
        return shells, old

    def d_level(self, j, shells, so=None):
        e, c = eigh(self.fock(2, j, shells, so or {}), self.s[2])
        return e[0], c[:, 0]

    def d_splitting(self, so):
        shells, _ = self.core(so)
        return (self.d_level(2.5, shells, so)[0]
                - self.d_level(1.5, shells, so)[0])


def polarization(atom, shells, d, xi_p):
    """First-order response of 2p to xi and its exchange effect on 3d."""
    e, c = eigh(atom.fock(1, 1.5, shells, {}), atom.s[1])
    p, virtual = c[:, 0], c[:, 1:]

    def pair(u):
        return np.outer(p, u) + np.outer(u, p)

    gaps = e[1:] - e[0]
    a = np.diag(gaps)
    source = np.empty(gaps.size)
    for n, u in enumerate(virtual.T):
        feedback = sum(c_factor(1, 1, k) * atom.exchange(1, 1, k, pair(u))
                       for k in ranks(1, 1))
        a[:, n] -= virtual.T @ feedback @ p
        source[n] = -sum(c_factor(2, 1, k)
                         * (d @ atom.exchange(2, 1, k, pair(u)) @ d)
                         for k in ranks(2, 1))
    b = virtual.T @ xi_p @ p
    amplitudes = np.linalg.solve(a, -b)
    chi = virtual @ amplitudes
    slater = {k: 0.5 * d @ atom.exchange(2, 1, k, pair(chi)) @ d
              for k in ranks(2, 1)}
    zeta = -2 * sum(c_factor(2, 1, k) * slater[k] for k in slater)
    admixture = np.linalg.norm(np.linalg.solve(a, -source / 2)) / 3
    return {'zeta': zeta, 'slater': slater, 'admixture': admixture,
            'uncoupled': -source @ (b / gaps), 'p': p,
            'chi_norm': np.linalg.norm(amplitudes)}


def analyse(atom):
    shells, levels = atom.core()
    e_d, d = atom.d_level(2.5, shells)
    inside = RUNNING @ atom.charge(shells)
    xi = ALPHA**2 / 2 * (Z - inside) / r**3
    so = {1: atom.local(1, xi), 2: atom.local(2, xi)}
    return shells, levels, e_d, d, so, polarization(atom, shells, d, so[1])


# ---------- sodium in a Slater basis ----------
slater_basis = [0.9 * 1.7 ** np.arange(9), 0.9 * 1.6 ** np.arange(10),
                1.6 ** np.arange(-2.0, 8.0) / 3]
na = RadialAtom(slater_basis, 1)
shells, levels, e_3d, d, so, pol = analyse(na)
zeta_dir = d @ so[2] @ d
zeta_pol = pol['zeta']
zeta_2p = pol['p'] @ so[1] @ pol['p']
split_dir, split_pol = 2.5 * zeta_dir, 2.5 * zeta_pol
split_total = split_dir + split_pol

# Nonperturbative core with separate 2p1/2 and 2p3/2 orbitals.
split_plus = na.d_splitting(so)
split_minus = na.d_splitting({l: -m for l, m in so.items()})
split_linear = (split_plus - split_minus) / 2
assert abs(split_linear - split_total) < 0.01 * abs(split_pol)

# Reverse reading: 3d_J polarizes the core, whose spin-orbit energy is taken.
core_energy = {}
for j_d in (1.5, 2.5):
    polarized, _ = na.core(guest=[(2, j_d, 1, np.outer(d, d))])
    core_energy[j_d] = sum(occ * lam(l, j) * np.sum(dm * so[1])
                           for l, j, occ, dm in polarized if l == 1)
split_reverse = core_energy[2.5] - core_energy[1.5]
assert abs(split_reverse - split_pol) < 0.02 * abs(split_pol)

# A coupling constant in r has the same zeta(2p) but deforms nothing.
split_constant = na.d_splitting({1: zeta_2p * na.s[1]})
assert abs(split_constant) < 1e-3 * abs(split_pol)

# Radial size and exchange integrals of the two 2p orbitals.
split_core, split_levels = na.core(so)
r_matrix = na.local(1, r)
size = {j: np.sum(dm * r_matrix) for l, j, occ, dm in split_core if l == 1}
g1 = {j: d @ na.exchange(2, 1, 1, dm) @ d
      for l, j, occ, dm in split_core if l == 1}
assert size[1.5] > size[0.5] and g1[1.5] > g1[0.5]

# Signs and sizes that make the term inverted.
assert zeta_dir > 0 > zeta_pol and split_total < 0 and split_plus < 0
k1_part = -2.5 * 2 * c_factor(2, 1, 1) * pol['slater'][1]
k3_part = -2.5 * 2 * c_factor(2, 1, 3) * pol['slater'][3]
assert k1_part < 0 < k3_part < -k1_part

# Larger basis.
large = RadialAtom([0.8 * 1.55 ** np.arange(11), 0.8 * 1.5 ** np.arange(12),
                    1.5 ** np.arange(-2.0, 9.0) / 3], 1)
_, _, _, d_large, so_large, pol_large = analyse(large)
split_large = 2.5 * (d_large @ so_large[2] @ d_large + pol_large['zeta'])
assert abs(split_large - split_total) < 0.02 * abs(split_pol)

# Sensitivity to the screening of the 2p coupling.
bare = na.local(1, ALPHA**2 / 2 * Z / r**3)
split_bare = split_dir + 2.5 * polarization(na, shells, d, bare)['zeta']


# ---------- independent three-dimensional spinor Hartree-Fock ----------
def spinor_calculation(exponents, strength):
    """Na+ spinors from molecular integrals; coupling on p functions only."""
    basis = [[l, [float(a), 1.0]]
             for l, values in enumerate(exponents) for a in values]
    mol = gto.M(atom='Na 0 0 0', charge=1, basis={'Na': basis}, verbose=0)
    n = mol.nao
    n_s, n_p = len(exponents[0]), 3 * len(exponents[1])
    is_p = np.zeros(n)
    is_p[n_s:n_s + n_p] = 1
    curls = mol.intor('int1e_prinvxp', comp=3) * np.outer(is_p, is_p)
    pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
    coupling = sum(np.kron(s / 2, -1j * m) for s, m in zip(pauli, curls))
    spectrum = np.linalg.eigvalsh(coupling)
    if -spectrum[0] < spectrum[-1]:      # l.s of p has eigenvalues -1 and 1/2
        coupling = -coupling
    one = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    h = np.kron(np.eye(2), one) + strength * coupling
    overlap = np.kron(np.eye(2), mol.intor('int1e_ovlp'))
    eri = mol.intor('int2e').reshape(n, n, n, n)
    eri_x = eri.transpose(0, 3, 1, 2).reshape(n*n, n*n)
    eri_j = eri.reshape(n*n, n*n)
    fock = h
    for _ in range(50):
        e, c = eigh(fock, overlap)
        dm = c[:, :10] @ c[:, :10].conj().T
        blocks = dm.reshape(2, n, 2, n).transpose(0, 2, 1, 3).reshape(4, n*n)
        k_real = eri_x @ np.vstack([blocks.real, blocks.imag]).T
        k_mat = (k_real[:, :4] + 1j * k_real[:, 4:]).T.reshape(2, 2, n, n)
        k_mat = k_mat.transpose(0, 2, 1, 3).reshape(2*n, 2*n)
        j_mat = (eri_j @ (blocks[0] + blocks[3]).real).reshape(n, n)
        new = h + np.kron(np.eye(2), j_mat) - k_mat
        fock = 0.6 * (new + new.conj().T) / 2 + 0.4 * fock
    d_index = np.arange(n_s + n_p, n)
    d_index = np.concatenate([d_index, d_index + n])
    block = np.ix_(d_index, d_index)
    e_d = eigh(fock[block], overlap[block], eigvals_only=True)[:10]
    six_below = np.argmax(np.diff(e_d)) == 5
    gap = (e_d[:6].mean() - e_d[6:].mean() if six_below
           else e_d[4:].mean() - e_d[:4].mean())
    return gap, e[4]


gauss_basis = [0.5 * 3.0 ** np.arange(8), 0.4 * 2.8 ** np.arange(6),
               0.02 * 3.0 ** np.arange(4)]
strength = 10 * Z * ALPHA**2 / 2
gap_3d, e_p_3d = spinor_calculation(gauss_basis, strength)
gauss = RadialAtom(gauss_basis, 2)
gauss_so = {1: gauss.local(1, strength / r**3)}
gap_radial = gauss.d_splitting(gauss_so)
e_p_radial = gauss.core(gauss_so)[1][1]
assert abs(e_p_3d - e_p_radial) < 1e-6
assert abs(gap_3d - gap_radial) < 1e-3 * abs(gap_radial)

# ---------- numbers for the text ----------
hydrogen = 2.5 * ALPHA**2 / (2 * 405)
print(f'nuclear charge Z = {Z}')
print(f'fine-structure constant alpha = {ALPHA:.9f}')
print(f'1 hartree = {CM:.3f} cm^-1')
print(f'c_1, c_3 for d with p = {c_factor(2,1,1):.6f}, {c_factor(2,1,3):.6f}')
print(f'c_0, c_2 for p with p = {c_factor(1,1,0):.6f}, {c_factor(1,1,2):.6f}')
print(f'2p orbital energy in Na+ = {levels[1]:.5f} hartree')
print(f'3d orbital energy = {e_3d:.6f} hartree')
print(f'mean radius 2p = {pol["p"] @ r_matrix @ pol["p"]:.4f} bohr')
print(f'mean radius 3d = {d @ na.local(2, r) @ d:.4f} bohr')
print(f'<r^-3> of 3d = {d @ na.local(2, r**-3.0) @ d:.6e} bohr^-3')
print(f'<r^-3> of hydrogen 3d = {1/405:.6e} bohr^-3')
print(f'zeta(2p) = {zeta_2p*CM:.2f} cm^-1')
print(f'zeta_dir(3d) = {zeta_dir*CM:.6f} cm^-1')
print(f'zeta(2p)/zeta_dir(3d) = {zeta_2p/zeta_dir:.4e}')
print(f'norm of 2p response chi = {pol["chi_norm"]:.4e}')
print(f'R^1(3d 2p; 3d chi) = {pol["slater"][1]:.5e} hartree')
print(f'R^3(3d 2p; 3d chi) = {pol["slater"][3]:.5e} hartree')
print(f'zeta_pol = {zeta_pol*CM:.6f} cm^-1')
print(f'norm of eta/3 (admixture scale) = {pol["admixture"]:.4e}')
print(f'mean radius 2p1/2 = {size[0.5]:.6f} bohr')
print(f'mean radius 2p3/2 = {size[1.5]:.6f} bohr')
print(f'G^1(3d,2p1/2) = {g1[0.5]:.6e} hartree')
print(f'G^1(3d,2p3/2) = {g1[1.5]:.6e} hartree')
print('Intervals E(5/2) - E(3/2):')
print(f'hydrogen 3d, spin-orbit formula = {hydrogen*CM:.5f} cm^-1')
print(f'direct part = {split_dir*CM:.5f} cm^-1')
print(f'polarization, k=1 = {k1_part*CM:.5f} cm^-1')
print(f'polarization, k=3 = {k3_part*CM:.5f} cm^-1')
print(f'polarization, sum = {split_pol*CM:.5f} cm^-1')
print(f'polarization, reverse reading = {split_reverse*CM:.5f} cm^-1')
print(f'total, first order = {split_total*CM:.5f} cm^-1')
print(f'total, first order = {split_total*CM*constants.c*1e-7:.3f} GHz')
print(f'total, separate 2p_j orbitals = {split_plus*CM:.5f} cm^-1')
print(f'total, larger basis = {split_large*CM:.5f} cm^-1')
no_feedback = split_dir + 2.5 * pol['uncoupled']
print(f'total, no 2p-2p feedback = {no_feedback*CM:.5f} cm^-1')
print(f'total, bare-nucleus xi for 2p = {split_bare*CM:.5f} cm^-1')
print(f'constant 2p coupling, 3d interval = {split_constant*CM:.1e} cm^-1')
print('Test case, small Gaussian basis, tenfold bare coupling on p only:')
print(f'3d interval, spinor program = {gap_3d*CM:.5f} cm^-1')
print(f'3d interval, radial program = {gap_radial*CM:.5f} cm^-1')
print('no test failed')
```

It prints:

```
nuclear charge Z = 11
fine-structure constant alpha = 0.007297353
1 hartree = 219474.631 cm^-1
c_1, c_3 for d with p = 0.200000, -0.085714
c_0, c_2 for p with p = 1.000000, -0.200000
2p orbital energy in Na+ = -1.79716 hartree
3d orbital energy = -0.055667 hartree
mean radius 2p = 0.7963 bohr
mean radius 3d = 10.4592 bohr
<r^-3> of 3d = 2.595379e-03 bohr^-3
<r^-3> of hydrogen 3d = 2.469136e-03 bohr^-3
zeta(2p) = 899.42 cm^-1
zeta_dir(3d) = 0.016745 cm^-1
zeta(2p)/zeta_dir(3d) = 5.3712e+04
norm of 2p response chi = 1.7739e-03
R^1(3d 2p; 3d chi) = 5.18567e-07 hartree
R^3(3d 2p; 3d chi) = 2.87603e-07 hartree
zeta_pol = -0.034704 cm^-1
norm of eta/3 (admixture scale) = 3.4636e-05
mean radius 2p1/2 = 0.794766 bohr
mean radius 2p3/2 = 0.796991 bohr
G^1(3d,2p1/2) = 1.413278e-04 hartree
G^1(3d,2p3/2) = 1.428835e-04 hartree
Intervals E(5/2) - E(3/2):
hydrogen 3d, spin-orbit formula = 0.03607 cm^-1
direct part = 0.04186 cm^-1
polarization, k=1 = -0.11381 cm^-1
polarization, k=3 = 0.02705 cm^-1
polarization, sum = -0.08676 cm^-1
polarization, reverse reading = -0.08693 cm^-1
total, first order = -0.04490 cm^-1
total, first order = -1.346 GHz
total, separate 2p_j orbitals = -0.04490 cm^-1
total, larger basis = -0.04576 cm^-1
total, no 2p-2p feedback = -0.01177 cm^-1
total, bare-nucleus xi for 2p = -0.06108 cm^-1
constant 2p coupling, 3d interval = 1.0e-09 cm^-1
Test case, small Gaussian basis, tenfold bare coupling on p only:
3d interval, spinor program = -1.23217 cm^-1
3d interval, radial program = -1.23217 cm^-1
no test failed
```
